# Low-Energy Electron-Addition Weight of a Doped Mott Insulator

## Problem

Electrons on $L$ sites, one orbital per site, obey the Hubbard Hamiltonian

$$H=T+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad T=-t\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right),\quad t>0 .$$

There are $N=(1-x)L$ electrons with $0\le x\le 1$, so $x$ is the number of holes per site relative to one electron per site. A doubly occupied site is called a doublon.

An electron is added suddenly to the state $|0\rangle$ of energy $E_0$. The final states $|m\rangle$, of energy $E_m$, appear as poles at $\omega=E_m-E_0$. The addition weight per site, summed over both spins, is

$$W=\frac1L\sum_{i\sigma}\sum_m\left|\langle m|c^\dagger_{i\sigma}|0\rangle\right|^2 .$$

Let $W_{\rm low}$ be the part from final states without doublons and $W_{\rm high}$ the rest. Take first the atomic limit, $t=0$, with $U$ so large that $|0\rangle$ contains no doublon.

(a) Find $W_{\rm low}$ and $W_{\rm high}$.

(b) Find the removal weight and say where the low-energy addition weight comes from when holes are introduced.

(c) A band insulator of non-interacting electrons has a filled valence band and an empty conduction band. Remove $x$ electrons per cell from the valence band. Find the addition weight below the gap and compare it with (a).

## Hints

1. List the four states of one site. Which of them accept an electron without paying $U$, and with which spins?
2. Insert $1=(1-n_{i,-\sigma})+n_{i,-\sigma}$ next to $c^\dagger_{i\sigma}$.
3. A sum over a complete set of final states turns squared matrix elements into an expectation value.
4. In the band insulator, ask what remains in an orbital from which one electron has been removed.

## Solution

### (a) Addition to the doped Mott insulator

Let $p_0$, $p_1$ and $p_d$ be the fractions of sites that are empty, singly occupied and doubly occupied. They satisfy

$$p_0+p_1+p_d=1,\qquad p_1+2p_d=1-x .$$

Subtracting the second equation from the first gives

$$p_0=x+p_d. \tag{1}$$

Without doublons, $p_0=x$ and $p_1=1-x$.

Now split the creation operator:

$$c^\dagger_{i\sigma}=(1-n_{i,-\sigma})\,c^\dagger_{i\sigma}+n_{i,-\sigma}\,c^\dagger_{i\sigma}.$$

The first part acts if the opposite spin is absent from site $i$. Applied to a doublon-free state, it gives another doublon-free state, at $\omega=0$. The second part makes a doublon, at $\omega=U$. The two sets of final states are orthogonal, so their weights add without a cross term.

Let $P$ project on doublon-free states. Summing over a complete set of these gives

$$W_{\rm low}=\frac1L\sum_{i\sigma}\langle c_{i\sigma}Pc^\dagger_{i\sigma}\rangle
=\frac1L\sum_{i\sigma}\langle c_{i\sigma}(1-n_{i,-\sigma})c^\dagger_{i\sigma}\rangle .$$

Since $n_{i,-\sigma}$ commutes with $c_{i\sigma}$, and $c_{i\sigma}c^\dagger_{i\sigma}=1-n_{i\sigma}$,

$$W_{\rm low}=\frac1L\sum_{i\sigma}\langle(1-n_{i\sigma})(1-n_{i,-\sigma})\rangle .$$

The product of brackets is one on an empty site and zero otherwise. It is the same for both values of $\sigma$, which produces a factor of two:

$$\boxed{W_{\rm low}=2p_0=2x.} \tag{2}$$

In the same way,

$$W_{\rm high}=\frac1L\sum_{i\sigma}\langle(1-n_{i\sigma})n_{i,-\sigma}\rangle=p_1=1-x. \tag{3}$$

A singly occupied site contributes one term to this sum, because it accepts only the missing spin.

Nothing was assumed about the order of the spins or the positions of the holes. At $t=0$ the ground state is highly degenerate, and (2) holds for every doublon-free state in that manifold, and for any mixture of them.

### (b) Removal and the origin of the weight

The removal weight follows from the same completeness argument:

$$W_{\rm rem}=\frac1L\sum_{i\sigma}\langle c^\dagger_{i\sigma}c_{i\sigma}\rangle=1-x. \tag{4}$$

The three weights add to $2x+(1-x)+(1-x)=2$, as they must with two spin-orbitals per site.

At $x=0$ there is one unit of removal weight and one unit of high-energy addition weight per site. Each hole lowers both by one unit, and the two units reappear as low-energy addition weight. The lower Hubbard band, meaning removal plus low-energy addition, therefore has total weight $(1-x)+2x=1+x$. It grows with doping at the expense of the upper band.

For one hole on six sites, $x=1/6$ and

$$W_{\rm low}=2\times0.1667=0.3333,\qquad W_{\rm high}=W_{\rm rem}=1-0.1667=0.8333 .$$

### (c) The band insulator

Let there be $N_c$ cells and one valence band. The weight is now summed over all orbitals in a cell and divided by $N_c$. The Bloch operators $c^\dagger_{\nu k\sigma}$, with band index $\nu$, are related to the local ones by a unitary transformation. The sum of squared matrix elements over all local orbitals therefore equals the sum over all Bloch orbitals. For non-interacting electrons, addition to a valence orbital leads to a pole below the gap, and addition to a conduction orbital to one above it. Hence

$$W_{\rm val}=\frac1{N_c}\sum_{k\sigma}\left(1-\langle n_{vk\sigma}\rangle\right)=\frac{2N_c-(2-x)N_c}{N_c}=x. \tag{5}$$

The empty conduction band contributes weight 2 per cell. Valence removal has weight $2-x$, so the valence band keeps the total $(2-x)+x=2$ at every doping. No weight crosses the gap.

The ratio of (2) to (5) is two. A hole in the filled band is one empty spin-orbital, which accepts only one spin. If both electrons of a Bloch orbital are removed, that orbital accepts both spins, but it then counts as two holes. A hole in the Mott insulator is an empty site, which accepts either spin.

Equation (5) does not require narrow bands. A six-site ring with $t=0.60$ eV, alternating site energies $\pm1.80$ eV and $U=0$ has three cells. Removing one of its six valence electrons gives $x=1/3$. Diagonalizing the many-electron Hamiltonian gives valence addition weight 0.3333 and conduction weight 2.0000. A Hubbard ring with the same $x$ and $U/t=1000$ has $W_{\rm low}=0.6678$, a ratio of 2.0035. The small excess over two is explained in Variation 2.

## Variation 1: thermal doublons

*Keep $t=0$, but let the temperature $\mathcal T$ create doublons at fixed $x$. What is the weight at $\omega=0$?*

Doublons may now be present in the initial state, so "low-energy" means that the added electron does not pay $U$. This still requires an empty site, and (1) gives

$$W_{\rm low}=2p_0=2(x+p_d). \tag{6}$$

To find $p_d$, let $\mu$ be the chemical potential, $k$ Boltzmann's constant and $z=e^{\mu/k\mathcal T}$. The Boltzmann factors of the empty site, of each singly occupied state and of the doublon are $1$, $z$ and $z^2e^{-U/k\mathcal T}$. Therefore

$$p_0\,p_d=\left(\frac{p_1}{2}\right)^2e^{-U/k\mathcal T}. \tag{7}$$

When $p_d\ll x$, we may set $p_0\simeq x$ and $p_1\simeq1-x$:

$$p_d\simeq\frac{(1-x)^2}{4x}\,e^{-U/k\mathcal T}.$$

For $x=1/6$ the prefactor is $0.8333^2/(4\times0.1667)=1.04$. With $U=4.80$ eV and $k\mathcal T=0.60$ eV, the exponential is $e^{-8}=3.4\times10^{-4}$, so $p_d\simeq0.00035$ and $W_{\rm low}=2(0.16667+0.00035)=0.3340$. A direct thermal sum over the states of one site gives the same values. At 300 K, where $k\mathcal T=0.02585$ eV, $p_d$ is about $10^{-81}$ and the correction is negligible.

The approximation for $p_d$ fails as $x\to0$, where $p_0$ and $p_d$ become equal. Equation (6) remains valid there.

## Variation 2: finite hopping

*Take the ground state at small but finite $t/U$. Find the first correction to $W_{\rm low}$.*

**Separating the bands.** Let $D$ count doublons, and write $T=T_0+T_1+T_{-1}$, where $T_k$ changes $D$ by $k$. Then $[D,T_k]=kT_k$. Choose

$$S=\frac{T_1-T_{-1}}{U}.$$

Because $T_1^\dagger=T_{-1}$, $S$ is anti-Hermitian and $e^S$ is unitary. From $[T_1,D]=-T_1$ and $[T_{-1},D]=T_{-1}$,

$$[S,UD]=[T_1,D]-[T_{-1},D]=-T_1-T_{-1}.$$

This cancels the doublon-changing hops to first order:

$$e^SHe^{-S}=UD+T_0+O(t^2/U).$$

The eigenstates of $H$ are then $e^{-S}|\phi\rangle$, where $|\phi\rangle$ has a definite number of doublons. Removing the remaining terms that change $D$ alters $S$ at order $t^2/U^2$, beyond the order kept here. Low-energy final states are now those for which $|\phi_m\rangle$ has no doublon.

**The transformed operator.** The amplitude to first order is

$$\langle\phi_m|e^Sc^\dagger_{i\sigma}e^{-S}|\phi_0\rangle\simeq\langle\phi_m|c^\dagger_{i\sigma}+Sc^\dagger_{i\sigma}-c^\dagger_{i\sigma}S|\phi_0\rangle .$$

Two terms drop out. First, $PT_1=0$, because $T_1$ leaves at least one doublon. Second, $S|\phi_0\rangle=T_1|\phi_0\rangle/U$ contains a doublon, which $c^\dagger_{i\sigma}$ cannot remove, so $Pc^\dagger_{i\sigma}S|\phi_0\rangle=0$. What remains is

$$Pc^\dagger_{i\sigma}|\phi_0\rangle-\frac1U\,PT_{-1}c^\dagger_{i\sigma}|\phi_0\rangle .$$

**The weight.** Square this vector and sum over $i$ and $\sigma$. The first term alone gives $2xL$ by the argument of part (a), since $|\phi_0\rangle$ has no doublons. The cross term gives

$$LW_{\rm low}=2xL-\frac2U\,{\rm Re}\sum_{i\sigma}\langle\phi_0|c_{i\sigma}PT_{-1}c^\dagger_{i\sigma}|\phi_0\rangle+O(t^2/U^2).$$

Read the matrix element from the right. For $T_{-1}$ to act, $c^\dagger_{i\sigma}$ must have made a doublon on site $i$, which therefore already held spin $-\sigma$. The bra requires site $i$ to end with spin $\sigma$ alone. Thus the electron of spin $-\sigma$ must hop to an empty neighbour $j$, through the term $-t\,c^\dagger_{j,-\sigma}c_{i,-\sigma}$. Moving $c_{i\sigma}$ past these two fermion operators costs no sign:

$$c_{i\sigma}\,c^\dagger_{j,-\sigma}c_{i,-\sigma}\,c^\dagger_{i\sigma}=c^\dagger_{j,-\sigma}c_{i,-\sigma}(1-n_{i\sigma}).$$

Where $c_{i,-\sigma}$ gives a non-zero result on $|\phi_0\rangle$, site $i$ has no electron of spin $\sigma$, so the bracket equals one. If $j$ were occupied, the result would have no overlap with the doublon-free bra. The sum over $i$, $j$ and $\sigma$ contains each directed hop once and equals the kinetic energy

$$K=\langle\phi_0|T|\phi_0\rangle .$$

Hence

$$W_{\rm low}=2x-\frac{2K}{UL}+O(t^2/U^2)=2x+\frac{2|K|}{UL}+O(t^2/U^2). \tag{8}$$

The sign follows from $K<0$: at leading order the ground state minimizes the hopping energy, and a state with immobile electrons already reaches zero. Physically, the route through a virtual doublon interferes constructively with direct addition to an empty site.

At $x=0$ no electron can hop without making a doublon, so $K=0$, and (8) gives no low-energy weight at this order. At fixed $t$, the correction vanishes as $U\to\infty$. The result $2x$ therefore also holds for mobile holes in that limit.

**Numbers.** Take $t=0.60$ eV, $U=4.80$ eV and one hole on a six-site ring. The large-$U$ ground state has $K=-1.20$ eV, so

$$W_{\rm low}\simeq0.3333+\frac{2\times1.20}{4.80\times6}=0.3333+0.0833=0.4167 .$$

Full diagonalization of the ring gives the following weights.

| $U/t$ | $W_{\rm low}$, ring | Equation (8) |
|---:|---:|---:|
| 8 | 0.4465 | 0.4167 |
| 16 | 0.3824 | 0.3750 |
| 32 | 0.3558 | 0.3542 |
| 64 | 0.3440 | 0.3437 |

The differences between the columns are 0.0298, 0.0074, 0.0016 and 0.0003. They shrink as $U$ grows, as they should, but their ratios do not measure the order of the remainder. The last column uses $K$ from the limit $U\to\infty$, whereas in all four rows the ground state of the ring is a different level, a degenerate pair with momentum $\pm2\pi/6$ whose large-$U$ kinetic energy is $-1.174$ eV. The state with $K=-1.20$ eV becomes the lowest only at $U/t$ between 96 and 128. With $K=-1.174$ eV in (8), the remainder is $2.0$ to $2.1$ times $(t/U)^2$ in all four rows, as expected for a second-order term.

At $U/t=8$ the ring weight is 34% above $2x$, or $2.68x$, while the non-interacting band value stays at $x$. The factor of two thus belongs to the limit $t/U\to0$. The total addition weight is $2-(1-x)=1+x$ for any $t$ and $U$, so the upper band must lose what the lower band gains: its weight falls from 0.8333 to 0.7201.

The separation into two weights requires a gap between the two groups of poles. On this ring the last low-energy pole that carries weight lies at 1.81 eV, and the high group begins at 4.30 eV. The highest level of the low group, at 2.02 eV, is the fully spin-polarized state, which one added electron cannot reach from the spin-1/2 ground state. If the groups merged, $W_{\rm low}$ would lose its unique meaning.

**Relation to a real chain.** The values of $t$ and $U$ are rough single-band parameters for doped copper-oxide chains, and $x=1/6$ was chosen to fit the ring. Within the single-band model, the limit $t/U\to0$ is a poor approximation at these values: hopping moves the weight from 0.33 to 0.45. Adding a rough nearest-neighbour attraction of $-0.60$ eV, with the other parameters fixed, changes 0.447 to 0.435. The ring results are for zero temperature and carry a finite-size error of order 0.01: without the attraction, antiperiodic boundaries on six sites give 0.440, and a twelve-site ring at the same $x$ gives 0.449. The model also omits the oxygen orbitals, which hold much of the doped-hole charge in these materials; their effect is not sized here and may be large. These weights are therefore properties of the model and not predictions for a measured absorption spectrum. The numerical output lists the remaining values.

## Table of computed values

```
hopping t = 0.60 eV, repulsion U = 4.80 eV
temperature = 300 K, kT = 0.02585 eV
hole doping x = 0.1667 per site
Atomic limit, weights per site (both spins):
  low-energy addition  = 0.3333
  high-energy addition = 0.8333
  removal (random doublon-free state) = 0.8333
  doublon probability at 300 K = 2.4e-81
Hot test, kT = 0.60 eV: doublon probability = 0.00035, low weight = 0.33403
Band insulator, weights per cell (both spins):
  staggered site energy = +/-1.80 eV
  x = 0.3333, valence addition = 0.3333, conduction = 2.0000
  Mott/band low-energy ratio at this x, U/t = 1000: 2.0035
Six-site Hubbard ring at U/t = 1000:
  x, low weight, low weight/x, K (eV), correction ratio as U->inf
  0.1667  0.33400  2.0040  -1.2000  1.00000
  0.3333  0.66782  2.0035  -2.0785  1.00000
  0.5000  1.00133  2.0027  -2.4000  1.00000
One hole on six sites: U/t, low weight, first-order formula
    8  0.4465  0.4167
   16  0.3824  0.3750
   32  0.3558  0.3542
   64  0.3440  0.3437
Neglected effects at t = 0.6 eV, U = 4.8 eV (ring):
  low weight with hopping = 0.4465
  high weight with hopping = 0.7201
  excess over 2x = 34.0 %
  low weight / x = 2.679
  top of low-energy poles = 2.021 eV
  bottom of high-energy poles = 4.297 eV
  low weight with neighbour term -0.60 eV = 0.4350
```
